# Tuning a long-range corrected hybrid: straighter E(N), lost size consistency: a program that tests the result

```python
# RESULT UNDER TEST
# A long-range corrected (LC) hybrid is tuned by J(omega) = 0, where
#   J = eps_HOMO(N) + E(N-1) - E(N).
# With f the occupation of the last orbital and c(f) = d eps/df,
#   J = integral_0^1 f c(f) df,
# so tuning removes a weighted mean of the curvature of E(N), not every bend.
# For distant fragments A and B, tuning the pair selects omega_A, and the
# size-consistency error is E_B(omega_A) - E_B(omega_B).
#
# Model: two electrons per atom, external potential -2 erf(r/a)/r.
# Functional: Hartree + long-range Hartree-Fock exchange + short-range local
# exchange; no correlation. Hartree atomic units, omega in 1/bohr.
# D(f) is the deviation of E(1+f) from the chord between one and two electrons.

import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import block_diag, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erf, erfc, gamma, spherical_jn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
EXCHANGE_CONSTANT = 1.5 * (3 / (4 * np.pi)) ** (1 / 3)

# Power series of the attenuation factor F(y), y = k_F/omega.
N_SERIES = 22
hole_series = np.array([(-1) ** k * 6 * (k + 1) / math.factorial(2 * k + 3)
                        for k in range(N_SERIES)])
squared_hole = np.convolve(hole_series, hole_series)[:N_SERIES]
orders = np.arange(N_SERIES)
moments = gamma(orders + 1.5) / (np.sqrt(np.pi) * (2 * orders + 2))
F_SERIES = 4 / 9 * squared_hole * moments


def attenuation(y):
    """Return F(y) and y dF/dy; the series avoids cancellation at small y."""
    small = y < 1
    ys = np.where(small, y, 0.0)
    powers = ys[:, None] ** (2 * orders + 2)
    series = powers @ F_SERIES
    series_slope = powers @ (F_SERIES * (2 * orders + 2))
    yl = np.where(small, 1.0, y)
    decay = np.exp(-yl**2)
    g = (np.sqrt(np.pi) * erf(yl) + (1 / yl - 0.5 / yl**3) * decay
         - 1.5 / yl + 0.5 / yl**3)
    dg = 1.5 / yl**4 * (decay - 1) + 1.5 / yl**2
    closed = 1 - 4 * g / (3 * yl)
    closed_slope = 4 * g / (3 * yl) - 4 * dg / 3
    return (np.where(small, series, closed),
            np.where(small, series_slope, closed_slope))


def short_range_exchange(density, omega):
    """Energy density and potential of one spin channel."""
    n = np.maximum(density, 0.0)
    y = (6 * np.pi**2 * n) ** (1 / 3) / omega
    factor, slope = attenuation(y)
    energy = -EXCHANGE_CONSTANT * n ** (4 / 3) * factor
    potential = -EXCHANGE_CONSTANT * n ** (1 / 3) * (4 * factor + slope) / 3
    return energy, potential


def charge_interaction(distance, spread):
    """Interaction of unit Gaussian charges: erf(d/sqrt(spread))/d."""
    d = np.maximum(np.abs(distance), 1e-8)
    return erf(d / np.sqrt(spread)) / d


class ModelSystem:
    """Smooth nuclei of charge two on the z axis, s-type Gaussian basis."""

    def __init__(self, positions, widths, exponents, n_theta=1):
        positions = np.array(positions, float)
        alpha = np.tile(exponents, len(positions))
        z = np.repeat(positions, len(exponents))
        norm = (2 * alpha / np.pi) ** 0.75
        self.size = len(alpha)
        self.p = alpha[:, None] + alpha[None, :]
        reduced = alpha[:, None] * alpha[None, :] / self.p
        separation2 = (z[:, None] - z[None, :]) ** 2
        az = alpha * z
        self.center = (az[:, None] + az[None, :]) / self.p
        self.overlap = (np.outer(norm, norm) * np.exp(-reduced * separation2)
                        * (np.pi / self.p) ** 1.5)
        self.core = reduced * (3 - 2 * reduced * separation2) * self.overlap
        self.nuclear = np.zeros_like(self.core)
        for position, width in zip(positions, widths):
            self.nuclear -= 2 * self.overlap * charge_interaction(
                self.center - position, 1 / self.p + width**2)
        self.core = self.core + self.nuclear
        self.nuclear_repulsion = 0.0
        for i in range(len(positions)):
            for j in range(i):
                self.nuclear_repulsion += 4 * float(charge_interaction(
                    positions[i] - positions[j], widths[i]**2 + widths[j]**2))
        values, vectors = np.linalg.eigh(self.overlap)
        self.orthogonalizer = vectors / np.sqrt(values) @ vectors.T
        self.coulomb = self.repulsion(np.inf).reshape(self.size**2, -1)
        self.cached_omega = None
        x, wx = np.polynomial.legendre.leggauss(70)
        cosine, wc = np.polynomial.legendre.leggauss(n_theta)
        r = (1 + x) / (1 - x)
        wr = wx * 2 / (1 - x) ** 2 * r**2
        all_z, all_rho2, all_weights = [], [], []
        for position in positions:
            gz = (position + r[:, None] * cosine).ravel()
            rho2 = (r[:, None] ** 2 * (1 - cosine**2)).ravel()
            weight = (2 * np.pi * wr[:, None] * wc).ravel()
            nearest = np.min(np.abs(gz[:, None] - positions), axis=1)
            keep = np.abs(gz - position) <= nearest + 1e-10
            all_z.append(gz[keep])
            all_rho2.append(rho2[keep])
            all_weights.append(weight[keep])
        self.grid_z = np.concatenate(all_z)
        self.grid_rho2 = np.concatenate(all_rho2)
        self.weights = np.concatenate(all_weights)
        self.ao = norm * np.exp(-alpha * (
            self.grid_rho2[:, None] + (self.grid_z[:, None] - z) ** 2))

    def repulsion(self, omega):
        """Electron repulsion integrals (ij|kl) for erf(omega r)/r."""
        q, c, p = self.overlap.ravel(), self.center.ravel(), self.p.ravel()
        spread = 1 / p[:, None] + 1 / p[None, :] + 1 / omega**2
        values = np.outer(q, q) * charge_interaction(
            c[:, None] - c[None, :], spread)
        return values.reshape((self.size,) * 4)

    def exchange_tensor(self, omega):
        if self.cached_omega != omega:
            tensor = self.repulsion(omega).transpose(0, 2, 1, 3)
            self.cached_exchange = tensor.reshape(self.size**2, -1).copy()
            self.cached_omega = omega
        return self.cached_exchange


def scf(system, omega, occupations, guess=None):
    """Return energy, orbital energies and density matrices for both spins."""
    size, x, s = system.size, system.orthogonalizer, system.overlap
    exchange = system.exchange_tensor(omega)

    def diagonalize(fock):
        energies, coefficients = np.linalg.eigh(x @ fock @ x)
        return energies, x @ coefficients

    def fill(fock, occupation):
        orbitals = diagonalize(fock)[1][:, :len(occupation)]
        return orbitals * np.array(occupation) @ orbitals.T

    densities = guess
    if densities is None:
        densities = [fill(system.core, occ) for occ in occupations]
    old_focks, old_errors = [], []
    for iteration in range(200):
        total = densities[0] + densities[1]
        hartree = (system.coulomb @ total.ravel()).reshape(size, size)
        energy = (system.nuclear_repulsion + np.sum(total * system.core)
                  + 0.5 * np.sum(total * hartree))
        focks, errors = [], []
        for density in densities:
            k = (exchange @ density.ravel()).reshape(size, size)
            n = np.sum((system.ao @ density) * system.ao, axis=1)
            ex, vx = short_range_exchange(n, omega)
            energy += system.weights @ ex - 0.5 * np.sum(density * k)
            local = system.ao.T @ ((system.weights * vx)[:, None] * system.ao)
            fock = system.core + hartree - k + local
            focks.append(fock)
            errors.append(x @ (fock @ density @ s - s @ density @ fock) @ x)
        error = np.array(errors).ravel()
        if np.max(np.abs(error)) < 1e-8:
            levels = [diagonalize(fock)[0] for fock in focks]
            return energy, levels, densities
        old_focks = (old_focks + [np.array(focks)])[-8:]
        old_errors = (old_errors + [error])[-8:]
        count = len(old_errors)
        matrix = np.zeros((count + 1, count + 1))
        products = np.array(old_errors) @ np.array(old_errors).T
        matrix[:count, :count] = products / np.max(np.diag(products))
        matrix[count, :count] = matrix[:count, count] = -1
        rhs = np.zeros(count + 1)
        rhs[count] = -1
        mix = np.linalg.lstsq(matrix, rhs, rcond=1e-14)[0][:count]
        mixed = sum(c * fock for c, fock in zip(mix, old_focks))
        densities = [fill(fock, occ) for fock, occ in zip(mixed, occupations)]
    raise RuntimeError("self-consistency was not reached")


def atom_state(system, omega, fraction):
    energy, levels, densities = scf(system, omega, ([1.0], [fraction]))
    return energy, levels[1][0], densities


def tuning_gap(system, omega):
    neutral = atom_state(system, omega, 1.0)
    cation = atom_state(system, omega, 0.0)
    return neutral[1] + cation[0] - neutral[0]


def tune(system):
    return brentq(lambda w: tuning_gap(system, w), 0.1, 10.0, xtol=1e-7)


def curvature(system, omega, fraction, relative_step=0.005):
    step = relative_step * fraction
    upper = atom_state(system, omega, fraction + step)[1]
    lower = atom_state(system, omega, fraction - step)[1]
    return (upper - lower) / (2 * step)


def chord_deviation(system, omega, fractions):
    energies = np.array([atom_state(system, omega, f)[0] for f in fractions])
    return energies - (1 - fractions) * energies[0] - fractions * energies[-1]


WIDTH_A, WIDTH_B, DISTANCE = 1.5, 0.5, 30.0
basis = 0.04 * 2.5 ** np.arange(8)
atom_a = ModelSystem([0.0], [WIDTH_A], basis)
atom_b = ModelSystem([0.0], [WIDTH_B], basis)
pair = ModelSystem([0.0, DISTANCE], [WIDTH_A, WIDTH_B], basis, n_theta=6)

# Local exchange from the hole of the uniform gas, and its potential.
exchange_error = 0.0
for kf in (0.3, 0.9, 1.5, 5.0):
    n = kf**3 / (6 * np.pi**2)
    integral = quad(lambda u: u * erfc(u) * (
        3 * spherical_jn(1, kf * u) / (kf * u)) ** 2, 1e-9, 7, limit=200)[0]
    direct = -2 * np.pi * n**2 * integral
    formula = short_range_exchange(np.array([n]), 1.0)
    exchange_error = max(exchange_error, abs(formula[0][0] / direct - 1))
    dn = 1e-4 * n
    side = short_range_exchange(np.array([n - dn, n + dn]), 1.0)[0]
    assert abs((side[1] - side[0]) / (2 * dn) / formula[1][0] - 1) < 1e-6
assert exchange_error < 1e-6

# Analytic integrals against real-space and Fourier-space quadrature.
radius = np.sqrt(atom_a.grid_rho2 + atom_a.grid_z**2)
potential = -2 * erf(radius / WIDTH_A) / radius
numeric_nuclear = atom_a.ao.T @ (
    (atom_a.weights * potential)[:, None] * atom_a.ao)
assert np.max(np.abs(numeric_nuclear - atom_a.nuclear)) < 1e-6
test_omega, i, j = 0.7, 3, 5
fourier = quad(lambda k: 2 / np.pi * np.exp(-k**2 / 4 * (
    1 / atom_a.p[i, i] + 1 / atom_a.p[j, j] + 1 / test_omega**2)),
    0, np.inf)[0]
assert abs(fourier - atom_a.repulsion(test_omega)[i, i, j, j]) < 1e-8

# One-electron energy from a radial finite-difference Hamiltonian.
spacing = 0.005
mesh = spacing * np.arange(1, 4000)
radial_energy = eigh_tridiagonal(
    1 / spacing**2 - 2 * erf(mesh / WIDTH_A) / mesh,
    np.full(len(mesh) - 1, -0.5 / spacing**2),
    select="i", select_range=(0, 0), eigvals_only=True)[0]
basis_energy = atom_state(atom_a, np.inf, 0.0)[0]
assert abs(radial_energy - basis_energy) < 2e-4

# Janak's theorem and the curvature identity at an untuned parameter.
trial_omega = 0.5
janak_difference = (atom_state(atom_a, trial_omega, 0.505)[0]
                    - atom_state(atom_a, trial_omega, 0.495)[0]) / 0.01
janak_level = atom_state(atom_a, trial_omega, 0.5)[1]
assert abs(janak_difference - janak_level) < 2e-5
trial_gap = tuning_gap(atom_a, trial_omega)
nodes, node_weights = np.polynomial.legendre.leggauss(12)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2
curvature_integrals = []
for start in (0.0, 0.5):
    value = 0.0
    for node, weight in zip(nodes, node_weights):
        t = start + (1 - start) * node**3
        value += (weight * 3 * node**2 * (1 - start) * (t - start)
                  * curvature(atom_a, trial_omega, t))
    curvature_integrals.append(value)
    deviation = chord_deviation(
        atom_a, trial_omega, np.array([0.0, start, 1.0]))[1]
    assert abs(deviation + (1 - start) * trial_gap - value) < 5e-5

# Existence of the root: positive at small omega, frozen-orbital bound at infinity.
scan_omegas = [0.1, 0.2, 0.5, 1.0, 2.0, 5.0, np.inf]
scan_gaps = [tuning_gap(atom_a, w) for w in scan_omegas]
assert scan_gaps[0] > 0 and scan_gaps[-1] < 0
assert np.sum(np.diff(np.sign(scan_gaps)) != 0) == 1
hf_neutral = atom_state(atom_a, np.inf, 1.0)
frozen_cation = np.sum(hf_neutral[2][0] * atom_a.core)
assert abs(scan_gaps[-1] - (basis_energy - frozen_cation)) < 1e-6

# Tune both atoms and repeat in a larger basis.
omega_a, omega_b = tune(atom_a), tune(atom_b)
large_basis = 0.03 * 2.0 ** np.arange(11)
omega_a_large = tune(ModelSystem([0.0], [WIDTH_A], large_basis))
omega_b_large = tune(ModelSystem([0.0], [WIDTH_B], large_basis))
assert abs(omega_a_large - omega_a) < 0.005
assert abs(omega_b_large - omega_b) < 0.01
neutral_a, cation_a = (atom_state(atom_a, omega_a, f) for f in (1.0, 0.0))
neutral_b, cation_b = (atom_state(atom_b, omega_b, f) for f in (1.0, 0.0))
ionisation_a = cation_a[0] - neutral_a[0]
ionisation_b = cation_b[0] - neutral_b[0]
assert abs(neutral_a[1] + ionisation_a) < 1e-6
assert abs(neutral_b[1] + ionisation_b) < 1e-6

# Straightness of E(N) and the sign change of the remaining curvature.
fractions = np.linspace(0, 1, 21)
profiles = [chord_deviation(atom_a, w, fractions)
            for w in (0.2, omega_a, np.inf)]
largest = [np.max(np.abs(profile)) for profile in profiles]
assert largest[1] < 0.2 * largest[0] and largest[1] < largest[2]
curvature_low = curvature(atom_a, omega_a, 0.1)
curvature_high = curvature(atom_a, omega_a, 0.95)
assert curvature_low * curvature_high < 0

# Explicit distant pair: additivity at fixed omega, then independent tuning.
b_at_omega_a = atom_state(atom_b, omega_a, 1.0)
assert b_at_omega_a[1] < neutral_a[1]
assert b_at_omega_a[1] < cation_a[1]
neutral_guess = [block_diag(neutral_a[2][s], neutral_b[2][s]) for s in (0, 1)]
cation_guess = [block_diag(cation_a[2][s], neutral_b[2][s]) for s in (0, 1)]


def pair_neutral(omega):
    return scf(pair, omega, ([1.0, 1.0], [1.0, 1.0]), neutral_guess)


def pair_gap(omega):
    neutral = pair_neutral(omega)
    cation = scf(pair, omega, ([1.0, 1.0], [1.0]), cation_guess)
    return neutral[1][1][1] + cation[0] - neutral[0]


fixed_defect = pair_neutral(omega_a)[0] - neutral_a[0] - b_at_omega_a[0]
assert abs(fixed_defect) < 1e-5
omega_pair = brentq(pair_gap, 0.8 * omega_a, 1.25 * omega_a, xtol=1e-7)
assert abs(omega_pair - omega_a) < 1e-3
pair_energy = pair_neutral(omega_pair)[0]
size_error = pair_energy - neutral_a[0] - neutral_b[0]
predicted_error = b_at_omega_a[0] - neutral_b[0]
assert abs(size_error - predicted_error) < 1e-4
assert abs(size_error) > 1e-3

print(f"Nuclear width of A: {WIDTH_A:.1f} bohr")
print(f"Nuclear width of B: {WIDTH_B:.1f} bohr")
print(f"Basis functions per atom: {len(basis)}")
print(f"Smallest and largest exponent: {basis[0]:.3f}, {basis[-1]:.3f} bohr^-2")
print(f"Largest relative error of exchange formula: {exchange_error:.1e}")
print(f"One-electron energy of A, basis: {basis_energy:.6f} hartree")
print(f"One-electron energy of A, radial mesh: {radial_energy:.6f} hartree")
print(f"Janak test on A at omega = {trial_omega:.1f} bohr^-1, f = 0.5:")
print(f"  energy derivative: {janak_difference:.6f} hartree")
print(f"  orbital energy: {janak_level:.6f} hartree")
print(f"J of A at omega = {trial_omega:.1f} bohr^-1: {trial_gap:.6f} hartree")
print(f"  weighted curvature integral: {curvature_integrals[0]:.6f} hartree")
for w, gap in zip(scan_omegas, scan_gaps):
    print(f"Scan of A: omega = {w:.1f} bohr^-1, J = {gap:.6f} hartree")
print(f"Tuned omega of A: {omega_a:.5f} bohr^-1")
print(f"  in the larger basis: {omega_a_large:.5f} bohr^-1")
print(f"Tuned omega of B: {omega_b:.5f} bohr^-1")
print(f"  in the larger basis: {omega_b_large:.5f} bohr^-1")
for name, neutral, cation, ionisation in (
        ("A", neutral_a, cation_a, ionisation_a),
        ("B", neutral_b, cation_b, ionisation_b)):
    print(f"Tuned {name}: neutral energy {neutral[0]:.6f} hartree")
    print(f"  cation energy {cation[0]:.6f} hartree")
    print(f"  HOMO energy {neutral[1]:.6f} hartree")
    print(f"  Delta-SCF ionisation energy {ionisation:.6f} hartree"
          f" = {ionisation * HARTREE_EV:.3f} eV")
for name, profile, maximum in zip(
        ("omega 0.2 bohr^-1", "tuned omega", "Hartree-Fock limit"),
        profiles, largest):
    print(f"D of A, {name}, f = 0.25, 0.50, 0.75: "
          f"{1000 * profile[5]:.3f}, {1000 * profile[10]:.3f}, "
          f"{1000 * profile[15]:.3f} millihartree")
    print(f"  largest |D| on the f mesh: {1000 * maximum:.3f} millihartree")
print(f"Tuned A: curvature at f = 0.10: {curvature_low:.5f} hartree")
print(f"Tuned A: curvature at f = 0.95: {curvature_high:.5f} hartree")
print(f"Tuned A cation: empty spin-down level {cation_a[1]:.6f} hartree")
print(f"B at omega of A: HOMO energy {b_at_omega_a[1]:.6f} hartree")
print(f"B at omega of A: total energy {b_at_omega_a[0]:.6f} hartree")
print(f"Pair distance: {DISTANCE:.1f} bohr")
print(f"Pair additivity defect at fixed omega: {fixed_defect:.1e} hartree")
print(f"Tuned omega of pair: {omega_pair:.5f} bohr^-1")
print(f"Energy of tuned pair: {pair_energy:.6f} hartree")
print(f"Size-consistency error, explicit pair: {size_error:.6f} hartree"
      f" = {size_error * HARTREE_EV:.4f} eV")
print(f"Size-consistency error, from B alone: {predicted_error:.6f} hartree")
print("finished without a failed check")
```

It prints:

```
Nuclear width of A: 1.5 bohr
Nuclear width of B: 0.5 bohr
Basis functions per atom: 8
Smallest and largest exponent: 0.040, 24.414 bohr^-2
Largest relative error of exchange formula: 1.4e-15
One-electron energy of A, basis: -0.743635 hartree
One-electron energy of A, radial mesh: -0.743650 hartree
Janak test on A at omega = 0.5 bohr^-1, f = 0.5:
  energy derivative: -0.306364 hartree
  orbital energy: -0.306364 hartree
J of A at omega = 0.5 bohr^-1: -0.012162 hartree
  weighted curvature integral: -0.012162 hartree
Scan of A: omega = 0.1 bohr^-1, J = 0.061965 hartree
Scan of A: omega = 0.2 bohr^-1, J = 0.026771 hartree
Scan of A: omega = 0.5 bohr^-1, J = -0.012162 hartree
Scan of A: omega = 1.0 bohr^-1, J = -0.020994 hartree
Scan of A: omega = 2.0 bohr^-1, J = -0.022130 hartree
Scan of A: omega = 5.0 bohr^-1, J = -0.022222 hartree
Scan of A: omega = inf bohr^-1, J = -0.022224 hartree
Tuned omega of A: 0.34631 bohr^-1
  in the larger basis: 0.34629 bohr^-1
Tuned omega of B: 0.64493 bohr^-1
  in the larger basis: 0.64494 bohr^-1
Tuned A: neutral energy -1.038609 hartree
  cation energy -0.733469 hartree
  HOMO energy -0.305139 hartree
  Delta-SCF ionisation energy 0.305139 hartree = 8.303 eV
Tuned B: neutral energy -1.879350 hartree
  cation energy -1.310173 hartree
  HOMO energy -0.569176 hartree
  Delta-SCF ionisation energy 0.569176 hartree = 15.488 eV
D of A, omega 0.2 bohr^-1, f = 0.25, 0.50, 0.75: -2.765, -5.390, -4.695 millihartree
  largest |D| on the f mesh: 5.574 millihartree
D of A, tuned omega, f = 0.25, 0.50, 0.75: 0.916, 0.528, 0.113 millihartree
  largest |D| on the f mesh: 0.916 millihartree
D of A, Hartree-Fock limit, f = 0.25, 0.50, 0.75: 2.997, 4.386, 3.665 millihartree
  largest |D| on the f mesh: 4.431 millihartree
Tuned A: curvature at f = 0.10: -0.04389 hartree
Tuned A: curvature at f = 0.95: 0.00304 hartree
Tuned A cation: empty spin-down level -0.294865 hartree
B at omega of A: HOMO energy -0.508367 hartree
B at omega of A: total energy -1.850175 hartree
Pair distance: 30.0 bohr
Pair additivity defect at fixed omega: -6.0e-15 hartree
Tuned omega of pair: 0.34631 bohr^-1
Energy of tuned pair: -2.888784 hartree
Size-consistency error, explicit pair: 0.029175 hartree = 0.7939 eV
Size-consistency error, from B alone: 0.029175 hartree
finished without a failed check
```
